\section*{Why a molecular Gaussian basis can fail in a dense solid}

\section*{Question}

I have a Gaussian basis that works well for a molecule, including one rather diffuse $s$ function per atom that lowers the energy noticeably. I want to use the same basis for a crystal of the same atoms. My reasoning is that a larger basis can never raise the variational energy, so at worst the diffuse function is wasted effort. Yet the periodic calculation stops with the complaint that the overlap matrix $S(\mathbf k)$ is not positive definite. Is this a defect of the program, or is something wrong with carrying a molecular basis over unchanged? A simple lattice where everything can be worked out would help.

\section*{Answer}

Your variational argument is correct in exact arithmetic. What it leaves out is that the functions on different sites combine into Bloch sums, and the Bloch sums of two different diffuse functions can be almost the same function. How much energy the diffuse function brings is a separate question, which needs its own calculation. I take a simple cubic lattice with constant $a$ and the same $s$ functions on every site.

\subsection*{From one atom to Bloch sums}

Let $\varphi_\alpha(\mathbf r)=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$, which is normalised. For two functions a vector $\mathbf R$ apart, completing the square gives
\begin{equation}
\alpha r^2+\beta|\mathbf r-\mathbf R|^2=(\alpha+\beta)\Big|\mathbf r-\frac{\beta\mathbf R}{\alpha+\beta}\Big|^2+\frac{\alpha\beta}{\alpha+\beta}R^2 .
\end{equation}
The remaining Gaussian integral is $[\pi/(\alpha+\beta)]^{3/2}$ and the norms contribute $(4\alpha\beta/\pi^2)^{3/4}$, so
\begin{equation}
S_{\alpha\beta}(\mathbf R)=\left(\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}\right)^{3/2}\exp\!\left(-\frac{\alpha\beta R^2}{\alpha+\beta}\right).
\label{eq:twocentre}
\end{equation}
On one atom, $\mathbf R=0$, and the overlap depends only on the ratio of the exponents. For $\alpha=18$ and $\beta=5\ \mathrm{nm^{-2}}$ it is $0.75$, which is harmless.

In the crystal the basis functions are
\begin{equation}
\Phi_{\alpha\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\varphi_\alpha(\mathbf r-\mathbf R)=\sum_{\mathbf G}C_\alpha(\mathbf k+\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\end{equation}
with $\mathbf G$ the reciprocal lattice vectors. To find $C_\alpha$, write $\mathbf q=\mathbf k+\mathbf G$ and project on a plane wave over one cell. Shifting the origin of each term by $\mathbf R$ produces the phase $e^{i\mathbf k\cdot\mathbf R}e^{-i\mathbf q\cdot\mathbf R}=e^{-i\mathbf G\cdot\mathbf R}=1$, and the shifted cells together fill all space:
\begin{align}
C_\alpha(\mathbf q)&=\frac1{a^3}\int\varphi_\alpha(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r
=\frac1{a^3}\left(\frac{2\alpha}{\pi}\right)^{3/4}\left(\frac{\pi}{\alpha}\right)^{3/2}e^{-q^2/4\alpha}\nonumber\\
&=\frac1{a^3}\left(\frac{2\pi}{\alpha}\right)^{3/4}e^{-q^2/4\alpha}.
\label{eq:coefficient}
\end{align}
A small $\alpha$ suppresses every plane wave except those with the smallest $|\mathbf k+\mathbf G|$. At a fixed $\mathbf k$ where the shortest vectors are well separated in length from the next ones, two diffuse functions therefore become nearly the same wave, whatever their exponents.

The overlap per cell is $S_{\alpha\beta}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}S_{\alpha\beta}(\mathbf R)$. Plane waves are orthogonal over a cell with norm $a^3$, so it also equals
\begin{equation}
S_{\alpha\beta}(\mathbf k)=a^3\sum_{\mathbf G}C_\alpha C_\beta
=\frac1{a^3}\left(\frac{4\pi^2}{\alpha\beta}\right)^{3/4}\sum_{\mathbf G}e^{-|\mathbf k+\mathbf G|^2\left(\frac1{4\alpha}+\frac1{4\beta}\right)} .
\label{eq:sk}
\end{equation}

\subsection*{One diffuse function: small, but not singular}

Put $\beta=\alpha$ and go to the zone corner $\mathbf k=(\pi/a)(1,1,1)$. Eight vectors $\mathbf k+\mathbf G=(\pi/a)(\pm1,\pm1,\pm1)$ share the smallest squared length $3\pi^2/a^2$. Keeping these,
\begin{equation}
S_{\alpha\alpha}\simeq 8\left(\frac{2\pi}{\alpha a^2}\right)^{3/2}\exp\!\left(-\frac{3\pi^2}{2\alpha a^2}\right).
\label{eq:corner}
\end{equation}
For $\alpha=5\ \mathrm{nm^{-2}}$ and $a=0.30\ \mathrm{nm}$, $\alpha a^2=0.45$ and
\begin{equation}
S_{\alpha\alpha}\simeq 8\times52.2\times e^{-32.9}\simeq2.2\times10^{-12}.
\end{equation}
In real space this is a near-perfect cancellation between neighbours of opposite sign.

With a single function per cell, $S(\mathbf k)$ is a $1\times1$ matrix. Its smallness can be scaled away by normalising the Bloch sum, so this is not yet linear dependence. It is still a hazard if the lattice sum is truncated. Dropping every real-space overlap below $10^{-8}$ turns the value above into $-3.6\times10^{-7}$, a negative squared norm. A matrix with a negative diagonal element cannot be positive definite, so this alone can produce your error message. With $\alpha=18\ \mathrm{nm^{-2}}$ the corner value is $6.6\times10^{-3}$, and the same truncation does not alter these digits.

\subsection*{Two diffuse functions: true near-dependence}

Now take $\alpha>\beta$ and normalise both Bloch sums, which removes the scale effect. Their overlap is $\rho=S_{\alpha\beta}/\sqrt{S_{\alpha\alpha}S_{\beta\beta}}$, and the $2\times2$ matrix with unit diagonal has eigenvalues $1\pm\rho$. All terms in \eqref{eq:sk} are positive, so $\rho>0$ and $1-\rho$ is the smaller eigenvalue.

Let $n_0$ vectors have the smallest length $q_0$ and $n_1$ vectors the next length $q_1$. Define $\nu=n_1/n_0$ and $y_\alpha=\exp[-(q_1^2-q_0^2)/4\alpha]$. The prefactors and the common factors $n_0e^{-q_0^2/4\alpha}e^{-q_0^2/4\beta}$ cancel in the ratio. Keeping these two shells and expanding to second order in the small quantities $y$,
\begin{align}
\rho&\simeq\frac{1+\nu y_\alpha y_\beta}{\sqrt{(1+\nu y_\alpha^2)(1+\nu y_\beta^2)}}
\simeq1+\nu y_\alpha y_\beta-\frac{\nu}{2}\left(y_\alpha^2+y_\beta^2\right),\nonumber\\
1-\rho&\simeq\frac{\nu}{2}\,(y_\alpha-y_\beta)^2 .
\label{eq:pair}
\end{align}

At $\Gamma$ ($\mathbf k=0$) there is one shortest vector, $\mathbf q=0$, and six next ones with $q_1^2=4\pi^2/a^2$. Hence $\nu=6$ and $y_\alpha=x_\alpha\equiv\exp(-\pi^2/\alpha a^2)$. At the corner the next vectors are $(\pi/a)(\pm3,\pm1,\pm1)$ and permutations. There are 24 of them, with $q_1^2=11\pi^2/a^2$. The difference from $q_0^2$ is $8\pi^2/a^2$, so $\nu=3$ and $y_\alpha=x_\alpha^2$. Thus
\begin{equation}
1-\rho\simeq
\begin{cases}
3\,(x_\alpha-x_\beta)^2 & \text{at }\Gamma,\\[2pt]
\tfrac32\,(x_\alpha^2-x_\beta^2)^2 & \text{at the corner.}
\end{cases}
\label{eq:law}
\end{equation}
When $x_\beta\ll x_\alpha$, the larger exponent of the pair sets the size. Making the most diffuse function still more diffuse then changes little; what matters is whether a second function is already diffuse on the scale of the lattice.

For $a=0.30\ \mathrm{nm}$ and $\alpha=18\ \mathrm{nm^{-2}}$, $\alpha a^2=1.62$ and $x_\alpha=e^{-6.09}=2.26\times10^{-3}$. For $\beta=5\ \mathrm{nm^{-2}}$, $x_\beta=e^{-21.9}$ is negligible beside it. Equation \eqref{eq:law} gives $1.5\times10^{-5}$ at $\Gamma$ and $3.9\times10^{-11}$ at the corner, against $0.25$ for the same pair on one atom. Add a third exponent of $1.5\ \mathrm{nm^{-2}}$, and the pair $(5,1.5)$ has $1-\rho=2.7\times10^{-19}$ at $\Gamma$. That is below the double-precision spacing $2.2\times10^{-16}$ near unity, so a stored matrix cannot distinguish the two functions.

The approach to singularity is not uniform in $\mathbf k$. At $\mathbf k=(\pi/a-\delta,0,0)$, close to a zone face, the two shortest vectors have lengths $\pi/a\mp\delta$, and $q_1^2-q_0^2=4\pi\delta/a$. Then $y_\alpha=\exp(-\pi\delta/\alpha a)$ is small only if $\alpha a\ll\pi\delta$, and otherwise \eqref{eq:pair} does not apply.

\subsection*{Does the diffuse function add much energy?}

Near-dependence does not answer this. If the basis contains $\chi$ and one adds $\chi+\varepsilon\eta$, the new space contains $\eta$ for any $\varepsilon\neq0$, however small. The energy has to be calculated.

As a model, let one independent electron move among wells $-V_0e^{-\gamma r^2}$, one per site, with $V_0=16\ \mathrm{eV}$ and $\gamma=100\ \mathrm{nm^{-2}}$. The compact basis has exponents $200$, $90$, $40$ and $18\ \mathrm{nm^{-2}}$; the diffuse function has $5\ \mathrm{nm^{-2}}$.

For the free atom, write $p=\alpha+\beta$ and let $S_{\alpha\beta}$ be the one-centre overlap. Integrating the kinetic energy by parts gives $\nabla\varphi_\alpha\cdot\nabla\varphi_\beta=4\alpha\beta r^2\varphi_\alpha\varphi_\beta$, and the mean of $r^2$ over $e^{-pr^2}$ is $3/(2p)$. The well changes the Gaussian integral from $(\pi/p)^{3/2}$ to $[\pi/(p+\gamma)]^{3/2}$. Therefore
\begin{equation}
H_{\alpha\beta}=\left[\frac{\hbar^2}{2m_e}\,\frac{6\alpha\beta}{p}-V_0\left(\frac{p}{p+\gamma}\right)^{3/2}\right]S_{\alpha\beta},\qquad \frac{\hbar^2}{2m_e}=0.0381\ \mathrm{eV\,nm^2}.
\end{equation}
Solving $Hc=ESc$ numerically gives $-0.669\ \mathrm{eV}$ with the compact basis and $-0.739\ \mathrm{eV}$ with the diffuse function, a gain of $70\ \mathrm{meV}$. A finite-difference solution of the radial equation gives $-0.740\ \mathrm{eV}$, so the diffuse function removes nearly all of the compact-basis error. In the free atom it is well worth having.

For the lattice, the argument that led to \eqref{eq:coefficient} also gives the Fourier coefficients of the summed wells:
\begin{equation}
H_{\mathbf G\mathbf G'}(\mathbf k)=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m_e}\delta_{\mathbf G\mathbf G'}-\frac{V_0}{a^3}\left(\frac{\pi}{\gamma}\right)^{3/2}e^{-|\mathbf G-\mathbf G'|^2/4\gamma}.
\end{equation}
I put the coefficients $e^{-|\mathbf k+\mathbf G|^2/4\alpha}$ in the columns of a matrix $B$, normalise them, orthonormalise by a QR factorisation $B=QR$, and diagonalise $Q^\dagger HQ$. Since $S=B^\dagger B$, the singular values of $B$ are the square roots of the eigenvalues of $S$. An eigenvalue of $10^{-18}$ is a singular value of $10^{-9}$, which double precision still resolves.

The table shows the gain from the diffuse function for the lowest band, averaged over a $4\times4\times4$ mesh containing $\Gamma$ and the corner. It also gives the smallest eigenvalue $\lambda$ of the normalised $S(\mathbf k)$ found on that mesh.

\begin{center}
\begin{tabular}{cccc}
$a$ (nm) & mean gain (meV) & $\lambda$, compact & $\lambda$, with diffuse\\
\hline
0.30 & 4.5 & $2.8\times10^{-8}$ & $1\times10^{-18}$\\
0.40 & 6.0 & $5.1\times10^{-5}$ & $9\times10^{-11}$\\
0.60 & 40 & $3.6\times10^{-3}$ & $3.5\times10^{-5}$\\
0.90 & 68 & $8.6\times10^{-3}$ & $2.5\times10^{-3}$\\
1.50 & 70 & $8.8\times10^{-3}$ & $6.0\times10^{-3}$\\
free atom & 70 & $8.8\times10^{-3}$ & $6.2\times10^{-3}$
\end{tabular}
\end{center}

At $0.30\ \mathrm{nm}$ the mean gain on this mesh is $4.5/70\simeq6\%$ of the atomic gain, while $\lambda$ falls by more than ten orders of magnitude. The mesh is too coarse for a converged mean at the two highest densities. With the same $\lambda$, $8\times8\times8$ and $16\times16\times16$ meshes give $2.4$ and $2.5\ \mathrm{meV}$ at $0.30\ \mathrm{nm}$, and both give $10\ \mathrm{meV}$ at $0.40\ \mathrm{nm}$, whereas at $0.60$ and $0.90\ \mathrm{nm}$ an $8\times8\times8$ mesh leaves the means at $40$ and $68\ \mathrm{meV}$. At $1.50\ \mathrm{nm}$ both columns are close to their atomic values. These are means: at $0.30\ \mathrm{nm}$ the largest gain at a single point of the $4\times4\times4$ mesh is $11\ \mathrm{meV}$, and at $0.90\ \mathrm{nm}$ it is $139\ \mathrm{meV}$, about twice the atomic value.

The value $10^{-18}$ lies far below the $3.9\times10^{-11}$ of the pair $(18,5)$ at the corner. There is no conflict. A coefficient vector for two functions, padded with zeros, is a trial vector for the full matrix, so the pair value is an upper bound on the smallest eigenvalue. The other three functions lower it further.

The small gain does not mean that the compact basis is nearly complete in the solid. Diagonalising $H$ in 729 plane waves at each mesh point gives a mean energy of $-0.266\ \mathrm{eV}$ at $0.30\ \mathrm{nm}$. The compact basis gives $-0.243\ \mathrm{eV}$, an error of $23\ \mathrm{meV}$, of which the diffuse function recovers about a fifth on this mesh. On the $8\times8\times8$ mesh the error is about $30\ \mathrm{meV}$ and the diffuse function recovers less than a tenth of it. By \eqref{eq:coefficient}, any combination of $s$ Bloch sums has coefficients that depend on the length of $\mathbf k+\mathbf G$ but not on its direction, a restriction the true state need not obey. I conjecture that much of the remaining error comes from this and calls for $p$ and $d$ functions; the calculation here does not separate the causes.

\subsection*{What the small eigenvalue does to a calculation}

Let $Su=\lambda u$ with $u^\dagger u=1$. The normalised orbital in this direction has coefficients $u/\sqrt\lambda$, so an error $\delta H$ in the Hamiltonian matrix between normalised Bloch sums enters its energy expectation value as
\begin{equation}
\delta E_u=\frac{u^\dagger\,\delta H\,u}{\lambda}.
\end{equation}
If $u^\dagger\delta H\,u$ is $10^{-16}\ \mathrm{eV}$, which is below the rounding error of matrix elements of order $10\ \mathrm{eV}$, then $\lambda=10^{-18}$ turns it into $100\ \mathrm{eV}$. With the compact basis, $\lambda=2.8\times10^{-8}$ turns it into $4\times10^{-9}\ \mathrm{eV}$. Errors from truncated sums or approximate integrals are amplified by the same factor: $10^{-8}\ \mathrm{eV}$ would become $0.4\ \mathrm{eV}$ even in the compact basis. These are shifts along $u$, the worst direction. A state with coefficients $c$ and $c^\dagger Sc=1$ has $c^\dagger c\le1/\lambda$, so its first-order shift $c^\dagger\delta H\,c$ is at most $\|\delta H\|/\lambda$; how close the lowest band comes to this bound depends on its weight along $u$, which is not computed here. An error made in an unnormalised real-space sum is first divided by $\sqrt{S_{\alpha\alpha}S_{\beta\beta}}$ before this amplification, and at the corner $S_{\alpha\alpha}$ is $2.2\times10^{-12}$ for the diffuse function and $6.6\times10^{-3}$ for the $18\ \mathrm{nm^{-2}}$ function. So the accuracy of the integrals has to be checked for the compact set too at this density.

Discarding eigenvectors of $S(\mathbf k)$ below a threshold stops the failure, but it can make the size of the basis depend on $\mathbf k$. For the pair $(18,5)$ at $0.30\ \mathrm{nm}$, a threshold of $10^{-7}$ keeps both functions at $\Gamma$ and removes one combination at the corner.

So the error message need not indicate a faulty program. In this model at $0.30\ \mathrm{nm}$ I would remove the $5\ \mathrm{nm^{-2}}$ function, accept a mean loss of a few $\mathrm{meV}$, and look for the larger remaining error elsewhere. Removal alone is not a cure if the lattice sums are loose: with overlaps below $10^{-8}$ dropped, even the compact $S(\mathbf k)$ is not positive definite at the corner, so the sums must be tightened as well. At $0.60\ \mathrm{nm}$ I would keep it: it brings $40\ \mathrm{meV}$, and $\lambda=3.5\times10^{-5}$ is manageable. For your crystal, compute $\alpha a^2$ for the two most diffuse functions, inspect the smallest eigenvalue of the normalised $S(\mathbf k)$ over the whole mesh, and compare energies with and without the diffuse function, using integrals accurate enough for that eigenvalue.
